\section*{Minimum of Paschen's law for an air gap beside a power device}

\section*{Question}

I am working on clearances around the edge of a 650 V wide-gap power device, where bare metal faces other bare metal across air. An exercise gives Paschen's law as
\[
V=\frac{B\,pd}{\ln(A\,pd)-\ln\!\left[\ln(1+1/\gamma)\right]},
\]
with $A=15$ per cm Torr, $B=365$ V per cm Torr and $\gamma=0.01$. It asks for the lowest breakdown voltage and the value of $pd$ at which it occurs.

I differentiated and got lost in the logarithm of a logarithm. I also don't see why there should be a minimum. If I bring the electrodes closer at the same voltage, the field rises, so surely the gap should break down more easily? And once I have the minimum, what does it tell me about a real 1 mm gap, or about the much smaller distances on the chip?

\section*{Answer}

The double logarithm is harmless, because the inner one is a constant. It helps to see where it comes from, since the same argument explains the minimum.

\subsection*{Where the formula comes from}

Take parallel plates a distance $d$ apart, with a steady voltage $V$ and a uniform field $E=V/d$. The gas pressure is $p$, at the reference temperature of the constants, here 293 K. Neglect space charge and electron attachment to oxygen.

Let $\alpha$ be the number of ionizations per unit length made by one electron. A simple picture gives its form. An electron starts each free path from rest, moves along the field, and ionizes at the next collision if it has fallen through at least a voltage $V_i$. It then needs a free path longer than $V_i/E$. For mean free path $\lambda$ the probability of this is $\exp[-V_i/(E\lambda)]$, and there are $1/\lambda$ collisions per unit length. Since $1/\lambda$ is proportional to density, write $1/\lambda=Ap$. Then
\begin{equation}
\frac{\alpha}{p}=A\,\mathrm e^{-Bp/E},\qquad B=AV_i .
\label{eq:alpha}
\end{equation}
In practice $A$ and $B$ are fitted to data, for air roughly over $E/p=100$ to $800$ V per cm Torr. Here $B/A=24.3$ V, well above the true ionization potentials of oxygen and nitrogen (roughly 12 and 16 V). It is an effective voltage, which also has to absorb the energy lost in other collisions.

The free-path picture only suggests the form of \eqref{eq:alpha}. Followed literally, with every new electron starting from rest, it gives a slower avalanche growth, $0.28\,Ap$ instead of $0.37\,Ap$ at $E/p=B$. From here on $\alpha$ means the growth coefficient of the avalanche, which is what the fitted $A$ and $B$ describe. The number $n$ of electrons in an avalanche then obeys $dn/dz=\alpha n$. One electron leaving the cathode therefore arrives as $M=\mathrm e^{\alpha d}$ electrons, and has left $M-1$ ions behind. Each ion releases on average $\gamma$ new electrons when it reaches the cathode. One starting electron thus leads to
\begin{equation}
g=\gamma\left(\mathrm e^{\alpha d}-1\right)
\end{equation}
electrons in the next generation. Adding all generations, the number reaching the anode per externally supplied electron is
\begin{equation}
M(1+g+g^2+\cdots)=\frac{M}{1-g}\qquad(g<1).
\end{equation}
The sum diverges as $g\to1$: the discharge then needs no external supply. Breakdown is therefore the condition
\begin{equation}
\gamma\left(\mathrm e^{\alpha d}-1\right)=1
\quad\Longrightarrow\quad
\alpha d=\ln\!\left(1+\frac1\gamma\right)\equiv L .
\label{eq:criterion}
\end{equation}
This $L$ is the inner logarithm. It is the number of e-folds the avalanche must achieve.

Now set $x=pd$. Since $p/E=pd/V=x/V$, equation \eqref{eq:alpha} gives $\alpha d=Ax\,\mathrm e^{-Bx/V}$, and \eqref{eq:criterion} becomes
\begin{equation}
Ax\,\mathrm e^{-Bx/V}=L .
\label{eq:cond}
\end{equation}
Divide by $Ax$, take the logarithm and change sign:
\begin{equation}
\frac{Bx}{V}=\ln\frac{Ax}{L}
\quad\Longrightarrow\quad
V(x)=\frac{Bx}{\ln(Ax/L)} .
\label{eq:paschen}
\end{equation}
That is your formula. It requires $Ax>L$. Otherwise the exponential in \eqref{eq:cond}, which is below one, cannot make the left side reach $L$ at any finite voltage.

\subsection*{The minimum}

Let $\ell=\ln(Ax/L)$, so that $V=Bx/\ell$ and $d\ell/dx=1/x$. The quotient rule gives
\begin{equation}
\frac{dV}{dx}
=B\,\frac{\ell-x\,(1/x)}{\ell^2}
=B\,\frac{\ell-1}{\ell^2}.
\end{equation}
The derivative is negative for $0<\ell<1$, zero at $\ell=1$ and positive for $\ell>1$. The curve falls and then rises, so this single stationary point is the global minimum. From $\ell=1$ we have $Ax/L=\mathrm e$, and hence
\begin{equation}
x_{\min}=\frac{\mathrm e L}{A},\qquad
V_{\min}=\frac{Bx_{\min}}{1}=\frac{\mathrm e BL}{A}.
\label{eq:min}
\end{equation}
For your numbers $L=\ln101=4.615$, so
\begin{align}
x_{\min}&=\frac{2.718\times4.615}{15}=0.836\ \text{Torr cm},\\
V_{\min}&=365\times0.8363=305\ \text{V}.
\end{align}

\subsection*{Why bringing the plates together can prevent breakdown}

You are right that the field rises, and so does $\alpha$. But breakdown depends on the product $\alpha d$, and $d$ is shrinking. At fixed $V$,
\begin{equation}
\frac{d}{dx}\left(Ax\,\mathrm e^{-Bx/V}\right)
=A\,\mathrm e^{-Bx/V}\left(1-\frac{Bx}{V}\right),
\end{equation}
so the avalanche is largest at $x=V/B$, where $\alpha d=AV/(\mathrm eB)$. If even this best value is below $L$, no choice of pressure or gap gives breakdown. Setting it equal to $L$ returns $V_{\min}=\mathrm eBL/A$, without differentiating the quotient.

Another way to read the result is to write
\begin{equation}
V=Ed=\frac{E}{\alpha}\,\alpha d=\frac{E}{\alpha}\,L .
\end{equation}
Here $E/\alpha$ is the voltage spent per e-fold. With $r=E/p$, equation \eqref{eq:alpha} gives
\begin{equation}
\frac{E}{\alpha}=\frac{r}{A}\,\mathrm e^{B/r},\qquad
\frac{d}{dr}\left(\frac E\alpha\right)=\frac{\mathrm e^{B/r}}{A}\left(1-\frac Br\right).
\end{equation}
The cost is least at $r=B=365$ V per cm Torr, where it is $\mathrm eB/A=66.1$ V. The avalanche needs 4.615 e-folds, and $4.615\times66.1$ V is again 305 V.

Well below this $E/p$, few free paths are long enough for an electron to gain the ionizing energy. Well above it most of them are, so $\alpha/p$ approaches its ceiling $A$; more field then adds voltage but hardly any ionization.

Dividing \eqref{eq:paschen} by \eqref{eq:min}, with $u=x/x_{\min}$ and $Ax/L=\mathrm e u$, gives a curve without parameters:
\begin{equation}
\frac{V}{V_{\min}}=\frac{u}{\ln(\mathrm e u)}=\frac{u}{1+\ln u}.
\label{eq:shape}
\end{equation}
Doubling $pd$ from the minimum raises the voltage by a factor 1.18; halving it raises the voltage by 1.63. The left side is steeper because the curve diverges at $u=1/\mathrm e$, that is at $x=L/A=0.308$ Torr cm. Far to the right, $V/x=B/\ln(Ax/L)$ falls slowly, so the breakdown voltage grows somewhat less than in proportion to $pd$.

\subsection*{Your 1 mm gap at 650 V}

For $d=0.1$ cm the minimum lies at
\[
p=\frac{0.8363}{0.1}=8.36\ \text{Torr}.
\]
This is far below normal pressure, but a vented assembly could pass through it at very high altitude or while being pumped down.

To find where 650 V is enough, solve \eqref{eq:shape} for $V/V_{\min}=650/305.3=2.13$. The two numerical roots correspond to 3.81 and 49.5 Torr. Between these pressures the model predicts breakdown; outside them it does not. At the upper edge $E/p=131$ V per cm Torr, inside the range of the fit. At the lower edge it is 1706, far outside, so that edge is only an indication.

At 760 Torr, $x=76$ Torr cm and
\begin{equation}
V=\frac{365\times76}{\ln(15\times76/4.615)}
=\frac{27740}{5.51}\approx5.0\ \text{kV}.
\end{equation}
Here $E/p=66$ V per cm Torr, below the range of the fit, so this is only a rough value. Measured uniform-field breakdown of a 1 mm air gap is somewhat lower, between 4 and 5 kV, so the formula should not be used to set a clearance here. The same 1 mm clearance that has a large margin at 760 Torr has none at 8 Torr.

\subsection*{The distances on the chip}

Only the product $pd$ enters, so at 760 Torr the minimum belongs to a gap of
\[
d=\frac{0.8363}{760}\ \text{cm}=11.0\ \mu\text{m}.
\]
The 650 V window, $x=0.381$ to $4.95$ Torr cm, becomes about 5 to 65 $\mu$m. It narrows as $\gamma$ falls: 9 to 49 $\mu$m for $\gamma=0.001$ and 16 to 33 $\mu$m for $\gamma=10^{-4}$. Lateral gallium nitride transistors of this voltage class have gate-to-drain distances of very roughly 15 $\mu$m, which lies inside the window for $\gamma$ of 0.001 or more. Their field is not that of parallel plates, so this is not a prediction for a particular chip. It does show why air in contact with exposed electrodes at this spacing deserves concern, and why a solid dielectric there has an electrical purpose.

The left branch needs a further warning: at micrometre gaps the field can pull electrons directly out of the metal. To estimate this, take a protrusion that multiplies the mean field by 50 (an assumed value), a work function $\phi=4.5$ eV and an emitting area of 10 nm by 10 nm. Write $q$ for the elementary charge, $m$ for the electron mass and $F$ for the local field. An electron at the Fermi level meets the barrier
\[
U(z)=\phi-qFz-\frac{q^2}{16\pi\varepsilon_0z},
\]
whose last term is the image attraction. Between the two zeros of $U$, the tunnelling probability is approximately $\mathrm e^{-G}$ with
\begin{equation}
G=\frac{2}{\hbar}\int_{z_1}^{z_2}\sqrt{2mU(z)}\,dz .
\end{equation}

For the prefactor, consider electrons whose energy of motion normal to the surface lies $w$ below the Fermi level. At low temperature their transverse momenta fill a disc of area $2\pi mw$. With two spin states per phase-space cell $h^3$, they carry a current density $(4\pi mq/h^3)\,w\,dw$ towards the surface. Their tunnelling exponent is larger by about $w/\delta$. For the slope $1/\delta$ the triangular barrier suffices, for which $G=4\sqrt{2m}\,\phi^{3/2}/(3\hbar qF)$ and
\[
\frac1\delta=\frac{dG}{d\phi}=\frac{2\sqrt{2m\phi}}{\hbar qF}.
\]
Since $\int_0^\infty w\,\mathrm e^{-w/\delta}dw=\delta^2$,
\begin{equation}
J=\frac{4\pi mq}{h^3}\,\delta^2\,\mathrm e^{-G}
=\frac{4\pi mq}{h^3}\,\frac{\hbar^2q^2F^2}{8m\phi}\,\mathrm e^{-G}
=\frac{q^3F^2}{8\pi h\phi}\,\mathrm e^{-G},
\end{equation}
using $\hbar^2=h^2/4\pi^2$ in the last step. Now compare two points on the Paschen curve at 760 Torr, keeping the same protrusion:
\begin{itemize}
\item At 11.0 $\mu$m and 305 V the mean field is 0.277 MV/cm and $G=40.5$. The tip emits about $10^{-3}$ electrons per second, which is negligible.
\item At 5.5 $\mu$m and 497 V the mean field is 0.904 MV/cm and $G=8.9$. The tip emits about $6\times10^{11}$ electrons per second ($5\times10^{11}$ if the exponent is not linearized in $w$), or roughly 0.1 $\mu$A.
\end{itemize}
These rates are order-of-magnitude values. The barrier was taken as planar; for a tip of radius 5 to 10 nm its curvature lowers the second rate to roughly $10^{10}$ to $10^{11}$ per second and the first by many orders. The rates also hinge on the assumed enhancement: a factor 20 gives only about $10^{2}$ per second at 5.5 $\mu$m, while a factor 100 gives about $4\times10^{7}$ per second already at 11 $\mu$m. A steady emission current is an external supply and does not by itself move the condition $g=1$. But it is multiplied by $M/(1-g)$; for the planar tip with factor 50 at 5.5 $\mu$m this gives about 0.3 mA at 490 V, where space charge can no longer be neglected and ions near the tip can raise its field further. The estimate does not give the new breakdown voltage. It shows that a sharp enough protrusion takes such a gap outside the model, and since the enhancement of a real surface is seldom known, the rising left branch should not be used as a safety margin there.

\subsection*{How far to trust 305 V}

The most uncertain input is $\gamma$, which depends on the metal and the state of its surface. Both results in \eqref{eq:min} are proportional to $L$. With $A$ and $B$ held fixed:
\begin{itemize}
\item $\gamma=0.001$ gives 457 V at 1.25 Torr cm;
\item $\gamma=0.1$ gives 159 V at 0.435 Torr cm.
\end{itemize}
The logarithm softens the dependence, but does not remove it.

The model also lets an electron ionize as soon as it leaves the cathode. In reality it must first fall through some voltage $V_i$, now meaning a physical threshold of roughly 15 V. This uses up a fraction $V_i/V$ of the gap, so \eqref{eq:cond} becomes
\begin{equation}
Ax\,\mathrm e^{-Bx/V}\left(1-\frac{V_i}{V}\right)=L .
\end{equation}
At fixed $V$ the new factor does not depend on $x$, so the best $x$ is still $V/B$. Inserting it,
\begin{equation}
\frac{AV}{\mathrm eB}\left(1-\frac{V_i}{V}\right)=L
\quad\Longrightarrow\quad
V-V_i=\frac{\mathrm eBL}{A}.
\end{equation}
The minimum rises by $V_i$, to 320 V at 0.877 Torr cm. Since $A$ and $B$ were not refitted, this measures the size of the effect, about 5\% of $V_{\min}$, and is not a refined prediction.

Temperature acts through the gas density. At a given pressure the density is proportional to $1/T$, so both $A$ and $B$, which are defined per unit pressure, are multiplied by $293\ \text{K}/T$. Their ratio, and with it $V_{\min}$, is unchanged, while $x_{\min}\propto1/A$ grows as $T$. At 448 K the minimum of the 1 mm gap moves from 8.36 to 12.8 Torr, still at 305 V. This holds $\gamma$ fixed. In a sealed volume of constant density, heating raises the pressure by the same factor, and the breakdown voltage of a given gap does not change.

Measured minima for air are roughly 330 V near 0.6 Torr cm. The exercise therefore gets the voltage about right but puts the minimum at too large a $pd$. Adjusting $\gamma$ cannot repair both, because \eqref{eq:min} fixes $V_{\min}/x_{\min}=B=365$ V per cm Torr for every constant $\gamma$, whereas the measured ratio is roughly 550. Matching both would need another value of $B$ (with $A=15$ kept, $B=550$ and $\gamma=0.038$ do it), or a $\gamma$ that varies with $E/p$. At a real device edge the field is not uniform: sharp metal concentrates it, and \eqref{eq:criterion} must then be replaced by $\int\alpha\,dz=L$ along a field line. How far that moves the voltage depends on the geometry and needs a field calculation. Contamination, humidity and fields that reverse while charges are crossing the gap, as they can at radio frequency, are also outside this result.

So 305 V is the floor of this model for these constants and a steady uniform field. It is not a voltage below which any air gap may be declared safe. The main computed values are listed in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
A = 15 1/(cm Torr), B = 365 V/(cm Torr), gamma = 0.01
Effective ionizing voltage B/A = 24.3 V
L = ln(1+1/gamma) = 4.6151
Asymptote L/A = 0.3077 Torr cm
x_min, formula = 0.8363 Torr cm; numerical = 0.8363 Torr cm
V_min, formula = 305.27 V; numerical = 305.27 V
E/p at minimum = 365.0 V/(cm Torr)
Least voltage per e-fold = 66.14 V
Current amplification 2 percent below V_min = 1023
V/V_min at x/x_min = 0.5: 1.629
V/V_min at x/x_min = 2.0: 1.181
Example gap = 1 mm, applied = 650 V
Pressure of minimum in example gap = 8.36 Torr
Breakdown window = 3.81 to 49.5 Torr
E/p at low-pressure edge = 1706 V/(cm Torr)
E/p at high-pressure edge = 131 V/(cm Torr)
Example gap at 760 Torr: V = 5035 V, E/p = 66.2 V/(cm Torr)
Gap of minimum at 760 Torr = 11.00 um
gamma = 0.001: V_min = 457 V at 1.252 Torr cm
gamma = 0.1: V_min = 159 V at 0.435 Torr cm
Reference T = 293 K, hot T = 448 K
Hot gas: V_min = 305.3 V, pressure of minimum in example gap = 12.79 Torr
Ionization-distance correction with V_i = 15 V: V_min = 320.3 V at 0.877 Torr cm
Tip: work function 4.5 eV, enhancement 50, side 10 nm
Gap 11.00 um at 760 Torr: V = 305 V, mean field = 0.277 MV/cm
  tunnelling exponent = 40.5, tip emission = 1.1e-03 electrons/s
Gap 5.50 um at 760 Torr: V = 497 V, mean field = 0.904 MV/cm
  tunnelling exponent = 8.9, tip emission = 6.1e+11 electrons/s
\end{verbatim}
